**Spin-disorder free energy of paramagnetic MnO**

The program tests the ideal result $f=-k_BT\ln(2S+1)$ per Mn and its value relative to a static type-II antiferromagnet, $3J_2S^2-k_BT\ln(2S+1)$. Here $S=5/2$ is the ionic spin, $T$ the temperature, $k_B$ the Boltzmann constant, and $J_1$ and $J_2$ the exchange constants for first and second Mn neighbours. Assertions check the sixfold degeneracy by enumeration and diagonalization, and the antiferromagnetic energy by a lattice sum. Exact diagonalization of four coupled spins checks the second and third moments of the Hamiltonian and the scaling of the series remainder. Numerical mean-field integration checks the entropy and the net free energy, and a solved gas equilibrium checks the ideal pressure factor. At 1000 K the output gives $-0.1544$ eV per Mn for ideal disorder and $-0.1385$ eV relative to the static antiferromagnet, including two short-range-order corrections. The vibrational estimates use rough phonon energies and show that vibrations can matter as much as spin disorder in the oxidation reaction.

## Program and output

```python
"""Spin-disorder free energy of paramagnetic MnO, per Mn ion.

Result under test: independent spins S = 5/2 give F = -kT ln(2S+1).
Relative to a static type-II antiferromagnet (AFM) the ideal result is
F - E_AFM = 3 J2 S^2 - kT ln(2S+1).
H = sum over pairs (each once) of J_ij S_i.S_j; J > 0 is antiferromagnetic.
J1, J2: first and second neighbour exchange on the fcc Mn lattice.
X = S(S+1); k = Boltzmann constant; energies in meV unless labelled.
"""
from itertools import combinations, product
import numpy as np
import scipy.sparse as sp
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import logsumexp

k = const.k / const.e * 1000.0       # meV/K
T = 1000.0
S = 2.5
X = S * (S + 1)
J1, J2 = 0.9, 0.9                    # rough typical exchange, meV
kT = k * T


def heisenberg(J, spin):
    """Sparse Heisenberg Hamiltonian for a symmetric coupling matrix J."""
    n, d = len(J), int(round(2 * spin + 1))
    m = spin - np.arange(d)
    sz = sp.diags(m)
    up = sp.diags(np.sqrt(spin * (spin + 1) - m[1:] * (m[1:] + 1)), 1)

    def at(op, site):
        return sp.kron(sp.kron(sp.identity(d**site), op),
                       sp.identity(d**(n - site - 1)), format="csr")

    z = [at(sz, i) for i in range(n)]
    p = [at(up, i) for i in range(n)]
    H = sp.csr_matrix((d**n, d**n))
    for i, j in combinations(range(n), 2):
        flip = p[i] @ p[j].T + p[i].T @ p[j]
        H = H + J[i, j] * (z[i] @ z[j] + 0.5 * flip)
    return H


# Ionic ground term: enumerate d5 microstates, then diagonalize total spin.
spin_orbitals = [(ml, ms) for ml in range(-2, 3) for ms in (-0.5, 0.5)]
microstates = list(combinations(spin_orbitals, 5))
top = [c for c in microstates if sum(o[1] for o in c) == S]
assert len(top) == 1 and sum(o[0] for o in top[0]) == 0
pair_two = 2.0 * (np.ones((5, 5)) - np.eye(5))
total_spin_sq = heisenberg(pair_two, 0.5).toarray() + 3.75 * np.eye(32)
degeneracy = int(np.sum(abs(np.linalg.eigvalsh(total_spin_sq) - X) < 1e-9))
assert degeneracy == round(2 * S + 1)
F_ideal = -kT * np.log(2 * S + 1)
F_updown = -kT * np.log(2)

# Explicit lattice sum for the type-II AFM arrangement.
shell = {}
for v in product(range(-2, 3), repeat=3):
    r2 = sum(c * c for c in v)
    if sum(v) % 2 == 0 and r2 in (2, 4):
        shell[v] = J1 if r2 == 2 else J2
E_AFM = 0.5 * S**2 * sum(J * (-1)**(sum(v) // 2) for v, J in shell.items())
cost = 3 * J2 * S**2
assert abs(E_AFM + cost) < 1e-10


def series_terms(sum_J2, sum_J3, sum_triangle, thermal):
    """Second and third order free energies from the moments of H."""
    h2 = sum_J2 * X**2 / 3
    h3 = -sum_J3 * X**2 / 6 + 6 * sum_triangle * X**3 / 9
    return -h2 / (2 * thermal), h3 / (6 * thermal**2)


# Exact four-spin square: J on the edges, a different J on the diagonals.
Jc = np.full((4, 4), 0.9)
np.fill_diagonal(Jc, 0.0)
Jc[0, 2] = Jc[2, 0] = Jc[1, 3] = Jc[3, 1] = 1.2
levels = np.linalg.eigvalsh(heisenberg(Jc, S).toarray())
assert abs(levels.mean()) < 1e-9
sums = (np.sum(Jc**2) / 2, np.sum(Jc**3) / 2, np.trace(Jc @ Jc @ Jc) / 6)
h2_series = -2 * series_terms(*sums, 1.0)[0]
h3_series = 6 * series_terms(*sums, 1.0)[1]
assert abs(np.mean(levels**2) / h2_series - 1) < 1e-9
assert abs(np.mean(levels**3) / h3_series - 1) < 1e-9
remainders = []
for temperature in (2000.0, 4000.0):
    thermal = k * temperature
    exact = -thermal * logsumexp(-levels / thermal)
    approx = -4 * thermal * np.log(6) + sum(series_terms(*sums, thermal))
    remainders.append(exact - approx)
remainder_ratio = remainders[0] / remainders[1]
assert 7.2 < remainder_ratio < 8.8   # next term must fall as 1/T^3

# Short-range-order terms for the infinite lattice, per Mn.
lat2 = sum(J**2 for J in shell.values()) / 2
lat3 = sum(J**3 for J in shell.values()) / 2
lat_tri = 0.0
n_triangles = 0
for u, Ju in shell.items():
    for v, Jv in shell.items():
        w = tuple(b - a for a, b in zip(u, v))
        if w in shell:
            lat_tri += Ju * Jv * shell[w] / 6
            n_triangles += 1
n_triangles //= 6
F2, F3 = series_terms(lat2, lat3, lat_tri, kT)
net_ideal = F_ideal + cost
net = net_ideal + F2 + F3

# Mean-field calorimetry: solve the order parameter, integrate dU/T, S dT.
m_levels = np.arange(-S, S + 1)
T_N = 2 * J2 * X / k


def moment(x):
    weights = np.exp(x * (m_levels - S))
    return np.dot(m_levels, weights) / weights.sum()


temps = np.linspace(2.0, T_N, 2501)
order = [brentq(lambda m, t=t: moment(6 * J2 * m / (k * t)) - m,
                1e-4, S + 1e-6) for t in temps[:-1]]
U = -3 * J2 * np.array(order + [0.0])**2
dS = np.diff(U) / (0.5 * (temps[1:] + temps[:-1]))
entropy = np.concatenate(([0.0], np.cumsum(dS)))
entropy_mf = entropy[-1] / k
area = np.sum(0.5 * (entropy[1:] + entropy[:-1]) * np.diff(temps))
net_mf = -area - entropy[-1] * (T - T_N)
assert abs(entropy_mf - np.log(6)) < 2e-3
assert abs(net_mf - net_ideal) < 0.3

# Oxygen equilibrium solved with the translational gas chemical potential.
mass = 2 * 15.999 * const.atomic_mass
wavelength = const.h / np.sqrt(2 * np.pi * mass * const.k * T)


def log_pressure(mu_O):
    def imbalance(lnp):
        ln_nl3 = lnp - np.log(const.k * T) + 3 * np.log(wavelength)
        return 0.5 * kT * ln_nl3 - mu_O
    return brentq(imbalance, -300, 300, xtol=1e-12)


mu_trial = -3500.0                   # arbitrary trial value, meV
p_factor = np.exp(log_pressure(mu_trial + F_ideal) - log_pressure(mu_trial))
assert abs(p_factor * (2 * S + 1)**2 - 1) < 1e-8
p_factor_net = np.exp(2 * net / kT)

# Sizes of omitted effects, from rough typical parameters.
w_oxide, w_metal = 35.0, 25.0        # mean phonon energies, meV


def vibration(w, modes):
    return modes * (w / 2 + kT * np.log1p(-np.exp(-w / kT)))


vib_oxide, vib_metal = vibration(w_oxide, 6), vibration(w_metal, 3)
metal_moment = 1.0                   # trial local moment, Bohr magnetons
F_metal_spin = -kT * np.log(metal_moment + 1)
splitting = 0.01                     # quartet-doublet splitting, meV
split = splitting * np.array([1/3, 1/3, 1/3, 1/3, -2/3, -2/3])
F_split = -kT * np.log1p(np.mean(np.expm1(-split / kT)))
excited = 2000.0                     # first excited ionic term, meV
F_excited = -kT * np.log1p(12 / 6 * np.exp(-excited / kT))
assert abs(F2 + F3) < 0.02 * abs(F_ideal)
assert abs(F_split) < 1e-6 and abs(F_excited) < 1e-6

print(f"Temperature: {T:.0f} K")
print(f"Thermal energy kT: {kT:.3f} meV")
print(f"d5 microstates in all: {len(microstates)}")
print(f"Microstates with M_S = 5/2: {len(top)}")
print(f"Ground-term degeneracy: {degeneracy}")
print(f"ln(2S+1): {np.log(2*S+1):.5f}")
print(f"Ideal spin entropy: {k*np.log(6)*1000:.2f} micro-eV/K per Mn")
print(f"Ideal spin free energy: {F_ideal/1000:.4f} eV per Mn")
kj = F_ideal / 1000 * const.e * const.N_A / 1000
print(f"Same, converted: {kj:.2f} kJ/mol")
print(f"Up/down counting only: {F_updown/1000:.4f} eV per Mn")
print(f"Rough exchange J1, J2: {J1:.1f}, {J2:.1f} meV")
print(f"Mean-field ordering temperature: {T_N:.0f} K")
print(f"Static AFM exchange energy: {E_AFM/1000:.4f} eV per Mn")
print(f"Cost of disordering AFM: {cost/1000:.4f} eV per Mn")
print(f"Ideal net relative to AFM: {net_ideal/1000:.4f} eV per Mn")
print(f"Mean-field integrated entropy / k: {entropy_mf:.5f}")
print(f"Mean-field integrated net: {net_mf/1000:.4f} eV per Mn")
print(f"Exchange triangles per Mn: {n_triangles}")
print(f"Second-order correction: {F2/1000:.5f} eV per Mn")
print(f"Third-order correction: {F3/1000:.5f} eV per Mn")
print(f"Net with both corrections: {net/1000:.4f} eV per Mn")
print(f"Four-spin remainder ratio, 2000 K/4000 K: {remainder_ratio:.3f}")
print(f"O2 pressure factor, ideal spin term: {p_factor:.5f}")
print(f"Inverse of that factor: {1/p_factor:.2f}")
print(f"O2 pressure factor, net from AFM: {p_factor_net:.5f}")
print(f"Inverse of net factor: {1/p_factor_net:.1f}")
print(f"Rough phonon energy, oxide: {w_oxide:.0f} meV")
print(f"Rough phonon energy, metal: {w_metal:.0f} meV")
print(f"Vibrational F, oxide: {vib_oxide/1000:.3f} eV per Mn")
print(f"Vibrational F, metal: {vib_metal/1000:.3f} eV per Mn")
print(f"Oxide minus metal: {(vib_oxide-vib_metal)/1000:.3f} eV per Mn")
print(f"Trial metal moment: {metal_moment:.1f} Bohr magnetons")
print(f"Its ideal spin F: {F_metal_spin/1000:.4f} eV per Mn")
print(f"Rough sextet splitting: {splitting:.2f} meV")
print(f"Free-energy effect of splitting: {F_split/1000:.1e} eV per Mn")
print(f"Rough first excited level: {excited/1000:.1f} eV")
print(f"Effect of excited level: {F_excited/1000:.1e} eV per Mn")
print("success")
```

Output:

```
Temperature: 1000 K
Thermal energy kT: 86.173 meV
d5 microstates in all: 252
Microstates with M_S = 5/2: 1
Ground-term degeneracy: 6
ln(2S+1): 1.79176
Ideal spin entropy: 154.40 micro-eV/K per Mn
Ideal spin free energy: -0.1544 eV per Mn
Same, converted: -14.90 kJ/mol
Up/down counting only: -0.0597 eV per Mn
Rough exchange J1, J2: 0.9, 0.9 meV
Mean-field ordering temperature: 183 K
Static AFM exchange energy: -0.0169 eV per Mn
Cost of disordering AFM: 0.0169 eV per Mn
Ideal net relative to AFM: -0.1375 eV per Mn
Mean-field integrated entropy / k: 1.79176
Mean-field integrated net: -0.1375 eV per Mn
Exchange triangles per Mn: 20
Second-order correction: -0.00108 eV per Mn
Third-order correction: 0.00014 eV per Mn
Net with both corrections: -0.1385 eV per Mn
Four-spin remainder ratio, 2000 K/4000 K: 8.438
O2 pressure factor, ideal spin term: 0.02778
Inverse of that factor: 36.00
O2 pressure factor, net from AFM: 0.04021
Inverse of net factor: 24.9
Rough phonon energy, oxide: 35 meV
Rough phonon energy, metal: 25 meV
Vibrational F, oxide: -0.462 eV per Mn
Vibrational F, metal: -0.319 eV per Mn
Oxide minus metal: -0.143 eV per Mn
Trial metal moment: 1.0 Bohr magnetons
Its ideal spin F: -0.0597 eV per Mn
Rough sextet splitting: 0.01 meV
Free-energy effect of splitting: -1.3e-10 eV per Mn
Rough first excited level: 2.0 eV
Effect of excited level: -1.4e-11 eV per Mn
success
```
